# Exact Exponential Stress Update for a Maxwell Oxide: test program

```python
"""
Result under test: for a Maxwell oxide with constant strain rate in a step,
    s_new = a*s_old + (1-a)*2*eta*rate,   a = exp(-dt/tau),  tau = eta/G,
is exact and stable for every dt > 0; explicit Euler diverges for dt > 2*tau
unless it starts exactly at the steady stress.
s: deviatoric stress (Pa), rate: deviatoric tensor strain rate (1/s),
G: shear modulus (Pa), eta: viscosity (Pa s), tau: relaxation time (s).
Example: wet oxidation of a convex silicon cylinder, rough typical inputs.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as k_B, e as e_charge, zero_Celsius
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

# Inputs in SI units
G = 30e9
eta = 1e12
tau = eta / G
T = 1100 + zero_Celsius
B = 0.5e-12 / 3600          # parabolic growth constant, m^2/s
A = 0.1e-6                  # Deal-Grove length, m
alpha = 0.44                # silicon volume consumed per oxide volume
R0 = 10e-6                  # initial silicon radius, m
x0 = 500e-9                 # initial oxide thickness, m
V_flow = 0.3e-27            # Eyring activation volume, m^3
V_diff = 0.075e-27          # oxidant diffusion activation volume, m^3
E_visc = 5.0 * e_charge     # viscosity activation energy, J
dt = 100.0
n_steps = 6
t_end = n_steps * dt


def exact_step(stress, rate, step):
    gain = -np.expm1(-step / tau)
    return np.exp(-step / tau) * stress + gain * 2 * eta * rate


def euler_step(stress, rate, step):
    return stress + step * (2 * G * rate - stress / tau)


def integrate(stress0, rate_function, duration, viscosity=lambda s: eta):
    """Integrate the elastic strain of a spring and dashpot in series."""
    shape = np.shape(stress0)

    def elastic_rate(t, elastic):
        stress = 2 * G * elastic
        total = np.ravel(rate_function(t))
        return total - stress / (2 * viscosity(stress))

    start = np.ravel(stress0) / (2 * G)
    sol = solve_ivp(elastic_rate, (0, duration), start, method="DOP853",
                    rtol=1e-10, atol=1e-16)
    assert sol.success
    return (2 * G * sol.y[:, -1]).reshape(shape)


# Full tensors: update against direct integration, short to long steps
rng = np.random.default_rng(4)


def random_deviator(size):
    m = rng.normal(size=(3, 3))
    m = (m + m.T) / 2
    return size * (m - np.eye(3) * np.trace(m) / 3)


for ratio in (0.01, 0.5, 3.0, 20.0):
    s_start, rate_tensor = random_deviator(3e7), random_deviator(1e-5)
    reference = integrate(s_start, lambda t: rate_tensor, ratio * tau)
    updated = exact_step(s_start, rate_tensor, ratio * tau)
    assert np.max(np.abs(updated - reference)) < 1e-6 * 3e7
    assert abs(np.trace(updated)) < 1e-6 * 3e7
    bound = max(np.linalg.norm(s_start),
                np.linalg.norm(2 * eta * rate_tensor))
    assert np.linalg.norm(reference) <= bound * (1 + 1e-8)

# Unequal steps must reach the directly integrated end state
s_start, rate_tensor = random_deviator(3e7), random_deviator(1e-5)
s_parts = s_start
for part in (7.0, 160.0, 33.0):
    s_parts = exact_step(s_parts, rate_tensor, part)
reference = integrate(s_start, lambda t: rate_tensor, 200.0)
assert np.max(np.abs(s_parts - reference)) < 1e-6 * 3e7


# Growth history and kinematics of the oxide ring born at radius R0
def thickness(t):
    return (-A + np.sqrt(A**2 + 4 * (x0**2 + A * x0 + B * t))) / 2


def growth_speed(t):
    return B / (2 * thickness(t) + A)


def silicon_radius(t):
    return R0 - alpha * (thickness(t) - x0)


def ring_radius(t):
    """Area balance: consumed silicon area expands by 1/alpha."""
    Rs = silicon_radius(t)
    return np.sqrt(Rs**2 + (R0**2 - Rs**2) / alpha)


def hoop_rate(t):
    return ((1 - alpha) * growth_speed(t) * silicon_radius(t)
            / ring_radius(t)**2)


for t in (50.0, 300.0, 550.0):
    difference = np.log(ring_radius(t + 5) / ring_radius(t - 5)) / 10
    assert abs(difference / hoop_rate(t) - 1) < 1e-4

rate0 = hoop_rate(0.0)
s_steady = 2 * eta * rate0
h = dt / tau
a = np.exp(-h)

# Effective modulus from two integrated histories with different strain
s_a = integrate(np.array([0.0]), lambda t: rate0, dt)[0]
s_b = integrate(np.array([0.0]), lambda t: 2 * rate0, dt)[0]
G_eff = G * (-np.expm1(-h)) / h
assert abs((s_b - s_a) / (2 * rate0 * dt) / G_eff - 1) < 1e-6

# Three methods at the same large step
table = [(0.0, 0.0, 0.0, 0.0)]
for n in range(1, n_steps + 1):
    _, se, sx, si = table[-1]
    se = exact_step(se, rate0, dt)
    sx = euler_step(sx, rate0, dt)
    si = (si + 2 * G * rate0 * dt) / (1 + h)
    table.append((n * dt, se, sx, si))
    direct = integrate(np.array([0.0]), lambda t: rate0, n * dt)[0]
    assert abs(se / direct - 1) < 1e-6
    assert abs(sx / (s_steady * (1 - (1 - h)**n)) - 1) < 1e-10
    assert abs(sx - s_steady) > 1.9**n * s_steady


# Euler stability limit located from actual runs
def log_deviation(step):
    stress = 0.0
    for _ in range(200):
        stress = euler_step(stress, rate0, step)
    return np.log(abs(stress - s_steady) / s_steady)


euler_limit = brentq(log_deviation, 1.9 * tau, 2.5 * tau, xtol=1e-10)
assert abs(euler_limit / (2 * tau) - 1) < 1e-8
s_half = [0.0]
for _ in range(12):
    s_half.append(euler_step(s_half[-1], rate0, dt / 2))
deviation = np.array(s_half) - s_steady
assert np.all(deviation[1:] * deviation[:-1] < 0)
assert abs(deviation[-1]) < 1e-3 * s_steady

# Cancellation in 1-exp(-h) for a very short step
mp.mp.dps = 40
h_small = 1e-10
true_gain = 1 - mp.exp(-mp.mpf(h_small))
naive_error = abs(float((1 - np.exp(-h_small)) / true_gain - 1))
expm1_error = abs(float(-np.expm1(-h_small) / true_gain - 1))
assert expm1_error < 1e-15 and naive_error > 1e-9

# Slowing growth: update with start-of-step rate against integration
s_frozen, worst_error, rate_spread = 0.0, 0.0, 0.0
for n in range(n_steps):
    t0 = n * dt
    s_frozen = exact_step(s_frozen, hoop_rate(t0), dt)
    s_varying = integrate(np.array([0.0]), hoop_rate, t0 + dt)[0]
    worst_error = max(worst_error, abs(s_frozen - s_varying))
    inside = hoop_rate(np.linspace(t0, t0 + dt, 101))
    rate_spread = max(rate_spread, np.max(np.abs(inside - hoop_rate(t0))))
error_bound = 2 * eta * rate_spread
assert 0 < worst_error <= error_bound
s_constant = table[-1][1]
slowing_change = s_varying / s_constant - 1


# Stress-dependent viscosity
def eyring(eta_low, temperature):
    def viscosity(stress):
        x = np.abs(stress) * V_flow / (2 * k_B * temperature)
        safe = np.maximum(x, 1e-8)
        return eta_low * safe / np.sinh(safe)
    return viscosity


s_eyring = integrate(np.array([0.0]), lambda t: rate0, t_end,
                     eyring(eta, T))[0]
x_linear = s_steady * V_flow / (2 * k_B * T)
assert abs(s_eyring / s_steady - np.arcsinh(x_linear) / x_linear) < 1e-6

T_cold = 1000 + zero_Celsius
eta_cold = eta * np.exp(E_visc / k_B * (1 / T_cold - 1 / T))
tau_cold = eta_cold / G
s_cold_linear = 2 * eta_cold * rate0
x_cold = s_cold_linear * V_flow / (2 * k_B * T_cold)
s_cold = s_cold_linear * np.arcsinh(x_cold) / x_cold
s_cold_direct = integrate(np.array([0.0]), lambda t: rate0, 25 * tau_cold,
                          eyring(eta_cold, T_cold))[0]
assert abs(s_cold / s_cold_direct - 1) < 1e-6

# Furnace error, film profile and hydrostatic tension
furnace_change = np.exp(E_visc / k_B * (1 / (T - 5) - 1 / T)) - 1
R_out = R0 + x0
profile_change = (R0 / R_out)**2 - 1
tension = s_steady * (R0 / R_out)**2
for r in (R0, R0 + x0 / 2):
    radial = -quad(lambda q: 2 * s_steady * (R0 / q)**2 / q, r, R_out)[0]
    mean_stress = radial + s_steady * (R0 / r)**2
    assert abs(mean_stress / tension - 1) < 1e-8
diffusivity_change = np.exp(tension * V_diff / (k_B * T)) - 1

MPa = 1e6
print("INPUTS (rough typical values)")
print(f"temperature: {T - zero_Celsius:.0f} C = {T:.2f} K")
print(f"shear modulus G: {G / 1e9:.0f} GPa")
print(f"viscosity eta: {eta:.1e} Pa s")
print(f"parabolic constant B: {B * 3600e12:.2f} um^2/h")
print(f"Deal-Grove length A: {A * 1e6:.2f} um")
print(f"silicon/oxide volume ratio alpha: {alpha:.2f}")
print(f"silicon radius: {R0 * 1e6:.0f} um")
print(f"initial oxide thickness: {x0 * 1e9:.0f} nm")
print(f"flow activation volume: {V_flow * 1e27:.2f} nm^3")
print(f"diffusion activation volume: {V_diff * 1e27:.3f} nm^3")
print(f"viscosity activation energy: {E_visc / e_charge:.1f} eV")
print("STEP QUANTITIES")
print(f"initial growth speed: {growth_speed(0.0) * 1e9:.4f} nm/s")
print(f"initial hoop strain rate: {rate0:.4e} 1/s")
print(f"relaxation time tau: {tau:.3f} s")
print(f"time step: {dt:.0f} s; h = {h:.3f}")
print(f"exact memory factor: {a:.6f}")
print(f"explicit Euler factor: {1 - h:.3f}")
print(f"backward Euler factor: {1 / (1 + h):.3f}")
print(f"effective modulus: {G_eff / 1e9:.4f} GPa")
print(f"steady stress 2*eta*rate: {s_steady / MPa:.4f} MPa")
print(f"Euler limit found from runs: {euler_limit:.4f} s")
print("HOOP DEVIATORIC STRESS (MPa)")
print("time(s)   exact    explicit Euler   backward Euler")
for t, se, sx, si in table:
    print(f"{t:5.0f} {se / MPa:10.4f} {sx / MPa:14.4f} {si / MPa:14.4f}")
print(f"Euler, 50 s steps, at 600 s: {s_half[-1] / MPa:.4f} MPa")
print(f"relative error of 1-exp(-h), h=1e-10: {naive_error:.2e}")
print(f"relative error with expm1: {expm1_error:.1e}")
print("NEGLECTED EFFECTS")
print(f"oxide thickness at 600 s: {thickness(t_end) * 1e9:.1f} nm")
print(f"stress at 600 s, slowing growth: {s_varying / MPa:.4f} MPa")
print(f"change from slowing growth: {100 * slowing_change:.2f} %")
print(f"largest frozen-rate error: {worst_error / MPa:.4f} MPa")
print(f"bound on that error: {error_bound / MPa:.4f} MPa")
print(f"strain rate, outer vs inner: {100 * profile_change:.2f} %")
print(f"Eyring change at 600 s: {100 * (s_eyring / s_constant - 1):.3f} %")
print(f"viscosity change, 5 K colder: {100 * furnace_change:.1f} %")
print(f"hydrostatic tension: {tension / MPa:.3f} MPa")
print(f"diffusivity change by tension: {100 * diffusivity_change:.2f} %")
print("AT 1000 C, SAME STRAIN RATE")
print(f"viscosity: {eta_cold:.3e} Pa s")
print(f"relaxation time: {tau_cold:.1f} s")
print(f"Euler limit, low stress: {2 * tau_cold:.0f} s")
print(f"steady stress, constant viscosity: {s_cold_linear / MPa:.1f} MPa")
print(f"steady stress, Eyring viscosity: {s_cold / MPa:.1f} MPa")
print("all assertions hold")
```

Running it gives:

```
INPUTS (rough typical values)
temperature: 1100 C = 1373.15 K
shear modulus G: 30 GPa
viscosity eta: 1.0e+12 Pa s
parabolic constant B: 0.50 um^2/h
Deal-Grove length A: 0.10 um
silicon/oxide volume ratio alpha: 0.44
silicon radius: 10 um
initial oxide thickness: 500 nm
flow activation volume: 0.30 nm^3
diffusion activation volume: 0.075 nm^3
viscosity activation energy: 5.0 eV
STEP QUANTITIES
initial growth speed: 0.1263 nm/s
initial hoop strain rate: 7.0707e-06 1/s
relaxation time tau: 33.333 s
time step: 100 s; h = 3.000
exact memory factor: 0.049787
explicit Euler factor: -2.000
backward Euler factor: 0.250
effective modulus: 9.5021 GPa
steady stress 2*eta*rate: 14.1414 MPa
Euler limit found from runs: 66.6667 s
HOOP DEVIATORIC STRESS (MPa)
time(s)   exact    explicit Euler   backward Euler
    0     0.0000         0.0000         0.0000
  100    13.4374        42.4242        10.6061
  200    14.1064       -42.4242        13.2576
  300    14.1397       127.2727        13.9205
  400    14.1413      -212.1212        14.0862
  500    14.1414       466.6667        14.1276
  600    14.1414      -890.9091        14.1380
Euler, 50 s steps, at 600 s: 14.1380 MPa
relative error of 1-exp(-h), h=1e-10: 8.28e-08
relative error with expm1: 3.4e-17
NEGLECTED EFFECTS
oxide thickness at 600 s: 571.2 nm
stress at 600 s, slowing growth: 12.4667 MPa
change from slowing growth: -11.84 %
largest frozen-rate error: 0.2344 MPa
bound on that error: 0.3408 MPa
strain rate, outer vs inner: -9.30 %
Eyring change at 600 s: -0.207 %
viscosity change, 5 K colder: 16.7 %
hydrostatic tension: 12.827 MPa
diffusivity change by tension: 5.21 %
AT 1000 C, SAME STRAIN RATE
viscosity: 2.763e+13 Pa s
relaxation time: 921.0 s
Euler limit, low stress: 1842 s
steady stress, constant viscosity: 390.7 MPa
steady stress, Eyring viscosity: 224.9 MPa
all assertions hold
```
